# Fourier components of a superposition of spherical atomic functions: a numerical check

```python
"""
Result under test: a periodic sum of spherical atomic functions,
    V(r) = sum over cells R, species s, atoms j of v_s(|r - R - tau_sj|),
has the Fourier components
    V(G) = (1/Omega) * sum_s S_s(G) * v_s(|G|),
    S_s(G) = sum_j exp(-i G.tau_sj)                  (structure factor),
    v_s(q) = 4 pi * integral r^2 v_s(r) sin(qr)/(qr) dr   (form factor).
Omega is the cell volume, G a reciprocal lattice vector, tau_sj the position
of atom j of species s. Condition: r^2 |v_s(r)| is integrable.
The direct side sums the atomic functions in real space and integrates
V(r) exp(-i G.r) over one cell on a uniform grid.
Lengths are in angstrom, energies in eV.
"""
import itertools
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad, simpson

HARTREE = physical_constants["Hartree energy in eV"][0]
DEPTH_A, WIDTH_A = 20.0, 1.0
DEPTH_B, WIDTH_B = 10.0, 0.5


def v_a(r):
    return -DEPTH_A * np.exp(-(r / WIDTH_A) ** 2)


def v_b(r):
    return -DEPTH_B * (1 + r / WIDTH_B) * np.exp(-r / WIDTH_B)


ATOMIC = {"A": v_a, "B": v_b}


def closed_a(q):
    return (-DEPTH_A * np.pi ** 1.5 * WIDTH_A ** 3
            * np.exp(-(q * WIDTH_A) ** 2 / 4))


def closed_b(q):
    return (-DEPTH_B * 32 * np.pi * WIDTH_B ** 3
            / (1 + (q * WIDTH_B) ** 2) ** 3)


CLOSED = {"A": closed_a, "B": closed_b}


def form_factor(species, q):
    """Radial integral by adaptive quadrature; the tail past 20 is nil."""
    v = ATOMIC[species]
    value, _ = quad(lambda r: r * r * v(r) * np.sinc(q * r / np.pi),
                    0, 20, limit=300, epsabs=1e-10, epsrel=1e-10)
    return 4 * np.pi * value


def reciprocal(cell):
    return 2 * np.pi * np.linalg.inv(cell).T


def structure_factor(g, positions):
    return np.exp(-1j * (positions @ g)).sum()


def component_formula(g, cell, atoms):
    omega = abs(np.linalg.det(cell))
    q = np.linalg.norm(g)
    return sum(structure_factor(g, pos) * form_factor(s, q)
               for s, pos in atoms.items()) / omega


def superposition(points, cell, atoms, reach):
    total = np.zeros(len(points))
    for n in itertools.product(range(-reach, reach + 1), repeat=3):
        shift = np.array(n) @ cell
        for s, positions in atoms.items():
            for tau in positions:
                d = points - (shift + tau)
                total += ATOMIC[s](np.sqrt(np.einsum("ij,ij->i", d, d)))
    return total


def cell_grid(cell, n):
    axis = np.arange(n) / n
    mesh = np.meshgrid(axis, axis, axis, indexing="ij")
    return np.stack(mesh, axis=-1).reshape(-1, 3) @ cell


def component_direct(g, points, potential):
    return np.mean(potential * np.exp(-1j * (points @ g)))


def show(z, digits=5):
    z = complex(z)
    re = round(z.real, digits) + 0.0
    im = round(z.imag, digits) + 0.0
    return f"{re:.{digits}f} {im:+.{digits}f}i"


# Worked example: cubic cell with one A atom and two B atoms
side = 6.0
cubic = side * np.eye(3)
fractional = {"A": np.array([[0.0, 0.0, 0.0]]),
              "B": np.array([[0.5, 0.0, 0.0], [0.0, 0.25, 0.0]])}
atoms = {s: f @ cubic for s, f in fractional.items()}
omega = abs(np.linalg.det(cubic))
recip = reciprocal(cubic)
q1 = np.linalg.norm(recip[0])
print(f"cell side = {side:.1f} angstrom, volume = {omega:.1f} angstrom^3")
print(f"A: depth {DEPTH_A:.1f} eV, width w = {WIDTH_A:.2f} angstrom")
print(f"B: depth {DEPTH_B:.1f} eV, width b = {WIDTH_B:.2f} angstrom")
for s in atoms:
    for f in fractional[s]:
        print(f"atom {s} at fractional position", f.tolist())
print(f"shortest |G| = {q1:.5f} 1/angstrom")

# Closed form factors against the radial integral
for s in atoms:
    for q in (0.0, q1, 2.7, 5.0):
        assert abs(form_factor(s, q) - CLOSED[s](q)) < 1e-6
    print(f"form factor {s}: q=0: {form_factor(s, 0.0):.4f},",
          f"q=|G|: {form_factor(s, q1):.4f} eV angstrom^3")

# Fourier components: formula against direct cell integral.
# Tolerance 1e-5 eV covers grid aliasing and the cut-off image sum.
points = cell_grid(cubic, 40)
potential = superposition(points, cubic, atoms, 2)
components = {}
for hkl in ((0, 0, 0), (1, 0, 0), (0, 1, 0), (0, 0, 1)):
    g = np.array(hkl) @ recip
    formula = component_formula(g, cubic, atoms)
    direct = component_direct(g, points, potential)
    assert abs(formula - direct) < 1e-5
    components[hkl] = formula
    print(f"G={hkl}: S_A = {show(structure_factor(g, atoms['A']), 3)},",
          f"S_B = {show(structure_factor(g, atoms['B']), 3)}")
    print(f"  V(G) formula = {show(formula)} eV")
    print(f"  V(G) direct  = {show(direct)} eV")
    print(f"  V(G) formula = {show(formula / HARTREE, 6)} hartree")
assert abs(components[1, 0, 0] - components[0, 0, 1]) > 0.1
assert abs(components[1, 0, 0] - components[0, 1, 0]) > 0.1

# Rebuild the potential at one point from its Fourier series
top = 20
index = np.arange(-top, top + 1)
mesh = np.meshgrid(index, index, index, indexing="ij")
all_g = np.stack(mesh, axis=-1).reshape(-1, 3) @ recip
all_q = np.linalg.norm(all_g, axis=1)
coefficients = sum(np.exp(-1j * all_g @ pos.T).sum(axis=1)
                   * CLOSED[s](all_q) for s, pos in atoms.items()) / omega
probe = np.array([1.0, 1.0, 1.0])
series = np.sum(coefficients * np.exp(1j * all_g @ probe))
real_space = superposition(probe[None, :], cubic, atoms, 3)[0]
# Tolerance 0.01 eV: the series is cut at a finite G
assert abs(series - real_space) < 0.01
print(f"V at {probe.tolist()} angstrom: Fourier series",
      f"{series.real:.4f} eV, real-space sum {real_space:.4f} eV")
print(f"  series indices run from {-top} to {top} on each axis")

# General case: triclinic cell, two atoms of each species, no symmetry
tri = np.array([[5.0, 0.0, 0.0], [1.0, 5.5, 0.0], [0.5, -1.0, 6.0]])
tri_atoms = {"A": np.array([[0.07, 0.11, 0.23], [0.61, 0.35, 0.78]]) @ tri,
             "B": np.array([[0.42, 0.83, 0.19], [0.90, 0.57, 0.48]]) @ tri}
tri_points = cell_grid(tri, 32)
tri_potential = superposition(tri_points, tri, tri_atoms, 3)
worst, largest, count = 0.0, 0.0, 0
for hkl in itertools.product(range(-2, 3), repeat=3):
    g = np.array(hkl) @ reciprocal(tri)
    formula = component_formula(g, tri, tri_atoms)
    direct = component_direct(g, tri_points, tri_potential)
    worst = max(worst, abs(formula - direct))
    largest = max(largest, abs(formula.imag))
    count += 1
assert worst < 1e-5
assert largest > 0.01   # the sign of the phase is really tested
print(f"triclinic cell: {count} G vectors, largest deviation",
      f"{worst:.1e} eV")

# Rigid shift of all atoms: direct integrals pick up exp(-i G.d)
move = np.array([0.7, -0.4, 1.1])
moved = {s: pos + move for s, pos in atoms.items()}
moved_potential = superposition(points, cubic, moved, 2)
for hkl in ((1, 0, 0), (0, 1, 0), (1, 1, 2)):
    g = np.array(hkl) @ recip
    before = component_direct(g, points, potential)
    after = component_direct(g, points, moved_potential)
    assert abs(after - before * np.exp(-1j * g @ move)) < 1e-5

# Spherical function: the 3D transform is the same in every direction
step = 0.25
axis = np.arange(-48, 49) * step
x, y, z = np.meshgrid(axis, axis, axis, indexing="ij")
radius = np.sqrt(x * x + y * y + z * z)


def transform_3d(values, direction):
    u = q1 * np.array(direction) / np.linalg.norm(direction)
    phase = u[0] * x + u[1] * y + u[2] * z
    return np.sum(values * np.exp(-1j * phase)) * step ** 3


sphere = v_b(radius)
for direction in ((1, 0, 0), (1, 1, 1), (1, 2, -2)):
    value = transform_3d(sphere, direction)
    # Tolerance set by aliasing of the 0.25 angstrom grid
    assert abs(value - form_factor("B", q1)) < 2e-3
    print(f"3D transform of v_B, q along {direction}:",
          f"{value.real:.3f} eV angstrom^3")

# Nonspherical function v_A(r) (x/w)^2: direction matters
lobed = v_a(radius) * (x / WIDTH_A) ** 2
along_x = transform_3d(lobed, (1, 0, 0)).real
along_y = transform_3d(lobed, (0, 1, 0)).real
assert abs(along_x - along_y) > 1.0
print(f"v_A (x/w)^2: q along x {along_x:.3f},",
      f"along y {along_y:.3f} eV angstrom^3")

# Tail 1/r: smooth screening exp(-mu r) has a limit only for q > 0
limit = 4 * np.pi / q1 ** 2
at_zero = []
print(f"1/r tail: 4 pi/q^2 at q=|G| = {limit:.4f} angstrom^2")
for mu in (0.5, 0.1, 0.02):
    r = np.linspace(0, 40 / mu, 400001)
    finite_q = 4 * np.pi / q1 * simpson(np.exp(-mu * r) * np.sin(q1 * r), x=r)
    zero_q = 4 * np.pi * simpson(r * np.exp(-mu * r), x=r)
    assert abs(finite_q / (4 * np.pi / (q1 ** 2 + mu ** 2)) - 1) < 1e-6
    at_zero.append(zero_q)
    print(f"  mu={mu:.2f} 1/angstrom: q=|G| {finite_q:.4f},",
          f"q=0 {zero_q:.1f} angstrom^2")
assert abs(finite_q / limit - 1) < 1e-3
assert at_zero[2] > 20 * at_zero[1] > 400 * at_zero[0]

# Sharp cutoff of the same tail: the result keeps oscillating
for half_turns in (50 + 1 / 3, 51.0, 500 + 1 / 3, 501.0):
    cutoff = half_turns * np.pi / q1
    r = np.linspace(0, cutoff, 200001)
    cut = 4 * np.pi / q1 * simpson(np.sin(q1 * r), x=r)
    assert abs(cut - limit * (1 - np.cos(q1 * cutoff))) < 1e-5
    print(f"  sharp cutoff {cutoff:.1f} angstrom: {cut:.4f} angstrom^2")

print("tests ok")
```

Printed output:

```
cell side = 6.0 angstrom, volume = 216.0 angstrom^3
A: depth 20.0 eV, width w = 1.00 angstrom
B: depth 10.0 eV, width b = 0.50 angstrom
atom A at fractional position [0.0, 0.0, 0.0]
atom B at fractional position [0.5, 0.0, 0.0]
atom B at fractional position [0.0, 0.25, 0.0]
shortest |G| = 1.04720 1/angstrom
form factor A: q=0: -111.3666, q=|G|: -84.6624 eV angstrom^3
form factor B: q=0: -125.6637, q=|G|: -60.7495 eV angstrom^3
G=(0, 0, 0): S_A = 1.000 +0.000i, S_B = 2.000 +0.000i
  V(G) formula = -1.67914 +0.00000i eV
  V(G) direct  = -1.67914 +0.00000i eV
  V(G) formula = -0.061707 +0.000000i hartree
G=(1, 0, 0): S_A = 1.000 +0.000i, S_B = 0.000 +0.000i
  V(G) formula = -0.39196 +0.00000i eV
  V(G) direct  = -0.39196 +0.00000i eV
  V(G) formula = -0.014404 +0.000000i hartree
G=(0, 1, 0): S_A = 1.000 +0.000i, S_B = 1.000 -1.000i
  V(G) formula = -0.67320 +0.28125i eV
  V(G) direct  = -0.67320 +0.28125i eV
  V(G) formula = -0.024740 +0.010336i hartree
G=(0, 0, 1): S_A = 1.000 +0.000i, S_B = 2.000 +0.000i
  V(G) formula = -0.95445 +0.00000i eV
  V(G) direct  = -0.95445 +0.00000i eV
  V(G) formula = -0.035075 +0.000000i hartree
V at [1.0, 1.0, 1.0] angstrom: Fourier series -3.4618 eV, real-space sum -3.4618 eV
  series indices run from -20 to 20 on each axis
triclinic cell: 125 G vectors, largest deviation 6.6e-08 eV
3D transform of v_B, q along (1, 0, 0): -60.750 eV angstrom^3
3D transform of v_B, q along (1, 1, 1): -60.750 eV angstrom^3
3D transform of v_B, q along (1, 2, -2): -60.750 eV angstrom^3
v_A (x/w)^2: q along x -19.121, along y -42.331 eV angstrom^3
1/r tail: 4 pi/q^2 at q=|G| = 11.4592 angstrom^2
  mu=0.50 1/angstrom: q=|G| 9.3318, q=0 50.3 angstrom^2
  mu=0.10 1/angstrom: q=|G| 11.3556, q=0 1256.6 angstrom^2
  mu=0.02 1/angstrom: q=|G| 11.4550, q=0 31415.9 angstrom^2
  sharp cutoff 151.0 angstrom: 5.7296 angstrom^2
  sharp cutoff 153.0 angstrom: 22.9183 angstrom^2
  sharp cutoff 1501.0 angstrom: 5.7296 angstrom^2
  sharp cutoff 1503.0 angstrom: 22.9183 angstrom^2
tests ok
```
